# Avalanche breakdown voltage versus doping by error-controlled bisection: a numerical check

```python
"""Avalanche breakdown of a one-sided p+n junction with uniform doping.

Result under test: breakdown is the unique root of I_p(V) = 1, where
  I_p = lam * integral_0^Em alpha_p(E) exp(S_n(E) - S_p(E)) dE,
  S_i(E) = lam * a_i * E * E2(b_i/E),  alpha_i = a_i exp(-b_i/E).
The voltages with S_p(Em) = 1 and S_n(Em) = 1 bracket the root when holes
ionize at least as strongly as electrons at every field.
Symbols: V band bending (V), E field (V/um), Em peak field, W depletion
width (um), lam = permittivity/(charge*doping) (um^2/V), M multiplication,
E2 exponential integral of order two. Doping is in cm^-3.
"""
import math
from functools import lru_cache
import numpy as np
from scipy.constants import e as charge, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expn

EPS_R = 10.0
A_N, B_N = 200.0, 2000.0   # electrons: 1/um, V/um
A_P, B_P = 300.0, 1600.0   # holes: 1/um, V/um
REL_TOL = 1e-9


def inverse_field_slope(doping):
    return EPS_R * epsilon_0 / (charge * doping * 1e6) * 1e12


def depletion(voltage, lam):
    peak = math.sqrt(2 * voltage / lam)
    return peak, lam * peak


def path_sum(a, b, lam, field):
    """Integral of one ionization coefficient from this field to zero field."""
    return lam * a * field * expn(2, b / field)


def growth_exponent(lam, field):
    return path_sum(A_N, B_N, lam, field) - path_sum(A_P, B_P, lam, field)


@lru_cache(maxsize=None)
def gauss_rule(order):
    return np.polynomial.legendre.leggauss(order)


def ionization_integral(voltage, lam, order):
    peak, width = depletion(voltage, lam)
    nodes, weights = gauss_rule(order)
    field = peak * (nodes + 1) / 2
    values = A_P * np.exp(-B_P / field + growth_exponent(lam, field))
    return float(width / 2 * np.dot(weights, values))


def integral_slope(voltage, lam):
    peak, _ = depletion(voltage, lam)
    return A_P * math.exp(-B_P / peak + growth_exponent(lam, peak)) / peak


def checked_residual(voltage, lam, cap):
    """Double the order until the sign of 1 - I_p is clear or cap is reached."""
    order = 4
    old = ionization_integral(voltage, lam, order)
    while True:
        order *= 2
        new = ionization_integral(voltage, lam, order)
        error = abs(new - old) + 1e-15
        if abs(1 - new) > 4 * error or order >= cap:
            return 1 - new, error, order
        old = new


def voltage_bracket(lam):
    ends = []
    for a, b in ((A_P, B_P), (A_N, B_N)):
        low = 1 / (lam * a)
        high = 2 * low
        while path_sum(a, b, lam, high) < 1:
            high *= 2
        peak = brentq(lambda f: path_sum(a, b, lam, f) - 1, low, high)
        ends.append(lam * peak**2 / 2)
    return ends


def breakdown(doping, cap=128):
    lam = inverse_field_slope(doping)
    low, high = voltage_bracket(lam)
    history = []
    while high - low > REL_TOL * high:
        trial = (low + high) / 2
        residual, error, order = checked_residual(trial, lam, cap)
        history.append((trial, residual, error, order))
        if abs(residual) <= 4 * error:
            radius = 2 * (abs(residual) + error) / integral_slope(trial, lam)
            low, high = max(low, trial - radius), min(high, trial + radius)
            break
        if residual > 0:
            low = trial
        else:
            high = trial
    return low, high, history


def local_exponent(voltage, lam):
    peak, width = depletion(voltage, lam)
    nodes, weights = gauss_rule(64)
    field = peak * (nodes + 1) / 2
    d = growth_exponent(lam, field)
    top = width / 2 * np.dot(weights, A_P * np.exp(-B_P / field + d) * (1 + d))
    return -1 + 2 * top / (width * peak * integral_slope(voltage, lam))


def continuity_result(voltage, lam):
    """Electron share of current at W, from the transport equation itself."""
    peak, width = depletion(voltage, lam)

    def rate(x, share):
        field = peak - x / lam
        if field <= 0:
            return [0.0]
        electron = A_N * math.exp(-B_N / field)
        hole = A_P * math.exp(-B_P / field)
        return [electron * share[0] + hole * (1 - share[0])]

    answer = solve_ivp(rate, (0, width), [0.0], method="DOP853",
                       rtol=1e-11, atol=1e-13, max_step=width / 50)
    assert answer.success
    return answer.y[0, -1]


def pair_generations(voltage, lam, cells):
    """Pair-production matrix: largest eigenvalue, 1/M_p and 1/M_n."""
    peak, width = depletion(voltage, lam)
    step = width / cells
    field = peak - (np.arange(cells) + 0.5) * step / lam
    electron = A_N * np.exp(-B_N / field)
    hole = A_P * np.exp(-B_P / field)
    left = np.tril(np.ones((cells, cells)), -1) + 0.5 * np.eye(cells)
    kernel = step * (left * hole + left.T * electron)
    pairs = np.linalg.solve(np.eye(cells) - kernel, np.ones(cells))
    return np.array([np.linalg.eigvals(kernel).real.max(),
                     1 / (1 + step * hole @ pairs),
                     1 / (1 + step * electron @ pairs)])


def extrapolated_generations(voltage, lam):
    coarse = pair_generations(voltage, lam, 200)
    fine = pair_generations(voltage, lam, 400)
    return (4 * fine - coarse) / 3


dopings = [1e15, 3e15, 1e16, 3e16, 1e17]
rows = []
for doping in dopings:
    lam = inverse_field_slope(doping)
    first, last = voltage_bracket(lam)
    low, high, history = breakdown(doping)
    vb = (low + high) / 2
    # The transport equation must see the same bracket and the same root.
    assert continuity_result(first, lam) < 1 < continuity_result(last, lam)
    assert continuity_result(vb * (1 - 1e-7), lam) < 1
    assert continuity_result(vb * (1 + 1e-7), lam) > 1
    # A low order cap must stop early with an interval that holds the root.
    cap_low, cap_high, _ = breakdown(doping, cap=16)
    assert cap_low <= vb <= cap_high
    # Local exponent against separately solved neighbouring dopings.
    exponent = local_exponent(vb, lam)
    near = [sum(breakdown(doping * s)[:2]) / 2 for s in (0.99, 1.01)]
    measured = math.log(near[1] / near[0]) / math.log(1.01 / 0.99)
    assert abs(measured - exponent) < 1e-5
    peak, width = depletion(vb, lam)
    rows.append((doping, first, last, vb, peak, width, exponent))

reference = 1e16
lam = inverse_field_slope(reference)
low, high, history = breakdown(reference)
vb = (low + high) / 2
peak, width = depletion(vb, lam)

# Finite-difference Poisson solution in SI units.
cells = 200
step = width * 1e-6 / cells
source = charge * reference * 1e6 / (EPS_R * epsilon_0)
matrix = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
          + np.diag(np.ones(cells - 1), -1))
matrix[-1, -2] = 2
potential = np.linalg.solve(matrix, -source * step**2 * np.ones(cells))
assert abs(potential[-1] / vb - 1) < 1e-8
edge_field = (4 * potential[0] - potential[1]) / (2 * step) * 1e-6
assert abs(edge_field / peak - 1) < 1e-8

# Closed inner integrals against quadrature in position.
for a, b in ((A_N, B_N), (A_P, B_P)):
    direct = quad(lambda x: a * math.exp(-b / (peak - x / lam)), 0, width,
                  epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    assert abs(direct / path_sum(a, b, lam, peak) - 1) < 1e-8

# Successive pair generations: critical eigenvalue and both multiplications.
eigenvalue = extrapolated_generations(vb, lam)[0]
assert abs(eigenvalue - 1) < 1e-4
below = 0.9 * vb
_, inverse_mp, inverse_mn = extrapolated_generations(below, lam)
gap = 1 - ionization_integral(below, lam, 64)
ratio = math.exp(growth_exponent(lam, depletion(below, lam)[0]))
assert abs(inverse_mp / gap - 1) < 1e-3
assert abs(inverse_mn / (gap / ratio) - 1) < 1e-3

# Slope and simple-pole law against the transport equation.
slope = integral_slope(vb, lam)
difference = (continuity_result(vb * (1 + 1e-4), lam)
              - continuity_result(vb * (1 - 1e-4), lam)) / (2e-4 * vb)
assert abs(difference / slope - 1) < 1e-5
for distance, tolerance in ((1e-3, 5e-3), (1e-4, 5e-4)):
    true_m = 1 / (1 - continuity_result(vb * (1 - distance), lam))
    assert abs(true_m * slope * distance * vb - 1) < tolerance

# A coarse fixed rule moves the pole; the prediction is first order only.
coarse_error = ionization_integral(vb, lam, 8) - ionization_integral(vb, lam, 64)
coarse_root = brentq(lambda v: 1 - ionization_integral(v, lam, 8),
                     0.9 * vb, 1.1 * vb, xtol=1e-10)
shift = coarse_root - vb
predicted_shift = -coarse_error / slope
assert abs(shift / predicted_shift - 1) < 0.1

print(f"relative permittivity {EPS_R:.0f}; relative voltage tolerance {REL_TOL:.0e}")
print(f"electrons: a = {A_N:.0f} /um, b = {B_N:.0f} V/um")
print(f"holes:     a = {A_P:.0f} /um, b = {B_P:.0f} V/um")
print("doping(cm^-3) S_p=1(V) S_n=1(V) V_B(V) E_m(V/um) W(um) dlnV_B/dlnN")
for n, first, last, v, em, w, s in rows:
    print(f"{n:.0e} {first:.2f} {last:.2f} {v:.3f} {em:.2f} {w:.4f} {s:.4f}")
print(f"reference doping {reference:.0e} cm^-3, lambda = {lam:.6f} um^2/V")
print(f"V_B = {vb:.6f} V = {vb/1000:.4f} kV; final width = {high-low:.2e} V")
print(f"E_m = {peak:.3f} V/um = {peak/100:.4f} MV/cm; W = {width:.4f} um")
print(f"at V_B: S_n = {path_sum(A_N, B_N, lam, peak):.5f}, "
      f"S_p = {path_sum(A_P, B_P, lam, peak):.5f}")
print(f"dI_p/dV at V_B = {slope:.6e} 1/V")
print(f"pair-generation eigenvalue at V_B = {eigenvalue:.7f}")
print(f"at 0.9 V_B: M_p = {1/gap:.4f}, M_n = {ratio/gap:.4f}")
print(f"pair-generation values: M_p = {1/inverse_mp:.4f}, M_n = {1/inverse_mn:.4f}")
print(f"bisection trials: {len(history)}")
print("trial V(V) 1-I_p estimated_error Gauss_order")
chosen = sorted(set(list(range(0, len(history), 4)) + [len(history) - 1]))
for k in chosen:
    v, f, err, order = history[k]
    print(f"{k+1} {v:.6f} {f:.3e} {err:.1e} {order}")
print("1-V/V_B M_p(64 points) M_p(8 points) M_p(pole law)")
for distance in (1e-1, 1e-2, 1e-3, 1e-4, 1e-5):
    v = vb * (1 - distance)
    fine_m = 1 / (1 - ionization_integral(v, lam, 64))
    coarse_m = 1 / (1 - ionization_integral(v, lam, 8))
    print(f"{distance:.0e} {fine_m:.5g} {coarse_m:.5g} {1/(slope*distance*vb):.5g}")
print(f"8-point integral error at V_B = {coarse_error:.4e}")
print(f"8-point pole shift = {shift:.5e} V; predicted = {predicted_shift:.5e} V")
cap_low, cap_high, cap_history = breakdown(reference, cap=16)
print(f"order cap 16: interval {cap_low:.6f} to {cap_high:.6f} V, "
      f"{len(cap_history)} trials")
print("done: every assertion held")
```

Output:

```
relative permittivity 10; relative voltage tolerance 1e-09
electrons: a = 200 /um, b = 2000 V/um
holes:     a = 300 /um, b = 1600 V/um
doping(cm^-3) S_p=1(V) S_n=1(V) V_B(V) E_m(V/um) W(um) dlnV_B/dlnN
1e+15 10778.81 17476.81 13373.958 220.00 121.5806 -0.7933
3e+15 4531.24 7374.37 5655.696 247.80 45.6475 -0.7729
1e+16 1802.63 2948.20 2265.786 286.36 15.8250 -0.7458
3e+16 801.77 1318.54 1014.799 331.93 6.1145 -0.7155
1e+17 344.08 570.12 439.171 398.67 2.2032 -0.6742
reference doping 1e+16 cm^-3, lambda = 0.055263 um^2/V
V_B = 2265.785703 V = 2.2658 kV; final width = 2.13e-06 V
E_m = 286.355 V/um = 2.8636 MV/cm; W = 15.8250 um
at V_B: S_n = 0.33339, S_p = 2.41347
dI_p/dV at V_B = 4.900518e-04 1/V
pair-generation eigenvalue at V_B = 1.0000000
at 0.9 V_B: M_p = 7.1509, M_n = 1.7347
pair-generation values: M_p = 7.1509, M_n = 1.7347
bisection trials: 29
trial V(V) 1-I_p estimated_error Gauss_order
1 2375.416385 -4.724e-02 1.6e-05 16
5 2268.019603 -1.092e-03 5.1e-05 16
9 2265.782171 1.731e-06 2.6e-10 32
13 2265.922010 -6.679e-05 2.6e-10 32
17 2265.790911 -2.552e-06 2.6e-10 32
21 2265.785994 -1.430e-07 2.6e-10 32
25 2265.785687 7.596e-09 2.6e-10 32
29 2265.785702 2.759e-10 1.2e-15 64
1-V/V_B M_p(64 points) M_p(8 points) M_p(pole law)
1e-01 7.1509 7.1491 9.0062
1e-02 87.801 87.395 90.062
1e-03 898.31 858.77 900.62
1e-04 9003.9 6169.1 9006.2
1e-05 90061 16099 90062
8-point integral error at V_B = -5.1010e-05
8-point pole shift = 1.04078e-01 V; predicted = 1.04090e-01 V
order cap 16: interval 2265.566927 to 2265.997415 V, 9 trials
done: every assertion held
```
